**The density of states of one tetrahedron with equally spaced corner energies**

**Problem**

In the linear tetrahedron method the Brillouin zone is cut into tetrahedra, a band energy is computed at the four corners of each, and inside each tetrahedron the band is replaced by the affine function ε(k) = a + b·k that takes the four corner values. Take one tetrahedron T of volume V with corners k1, k2, k3, k4 and corner energies

e1 = 0, e2 = Δ, e3 = 2Δ, e4 = 3Δ.

States of one band and one spin direction are spread uniformly in k space, so the fraction of the states of T that is occupied at zero temperature with the Fermi level at E is a ratio of volumes:

n(E) = (volume of the part of T where ε(k) < E) / V.

The density of states is g(E) = dn/dE. Since n rises from 0 to 1, ∫ g dE = 1, and there is no spin factor. Find g(E) for all E, the position and height of its maximum, the occupied fraction n(Δ), and the mean and variance of the energy. Give the main results also for a model step Δ = 0.01 Ha.

**First estimate by scaling**

Δ is the only energy in the problem. Multiplying all corner energies by a factor multiplies ε(k) by that factor at every k, so the region ε < E depends only on E/Δ. Therefore n is a function of E/Δ, g is 1/Δ times a function of E/Δ, the mean is a pure number times Δ, and the variance is a pure number times Δ². From here on energies are measured in units of Δ and g in units of 1/Δ, so the corners are 0, 1, 2, 3.

A symmetry fixes one of the pure numbers. An affine map k → Mk + c is determined by the images of four corners, and it multiplies every volume by the same factor |det M|. Take the map that exchanges k1 with k4 and k2 with k3. It sends T onto T, so its factor is 1. It turns the corner values 0, 1, 2, 3 into 3, 2, 1, 0, which are those of the affine function 3 − ε. So ε and 3 − ε have the same distribution over T, which means g(3 − E) = g(E). The mean is then 3/2 and n(3/2) = 1/2.

The crudest guess for the shape is a flat g = 1/3 on [0, 3]. It gives n(1) = 1/3 and a variance (1/3)∫ u² du over −3/2 < u < 3/2, which is (1/3)(2/3)(27/8) = 3/4. It ignores the fact that the energy 0 is reached at a single point. Geometry improves on it. For small E the occupied region is a small tetrahedron cut off at corner 1 by the plane ε = E. The planes for different E are parallel, so these small tetrahedra are similar, with every length proportional to E and the volume proportional to E³:

n(E) = c E³, g(E) = 3c E².

The estimate consists of trusting this cube law up to the midpoint, mirroring it above, and fixing c by the symmetry condition:

c (3/2)³ = 1/2, so c = (1/2)(8/27) = 4/27.

Then g_est = (4/9) E² on [0, 3/2], and the estimated answers follow:

n_est(1) = 4/27,

g_est(3/2) = (4/9)(9/4) = 1, a cusp at the midpoint.

The variance is twice the contribution of the lower half. With s = 3/2,

∫₀^s (s − E)² E² dE = s⁵ (1/3 − 2/4 + 1/5) = s⁵/30,

variance_est = 2 (4/9)(243/32)/30 = 9/40.

The weak point is the assumption that the occupied region stays similar to itself up to E = 3/2, although the plane ε = E passes corner 2 at E = 1.

**Exact solution**

*Barycentric coordinates.* Write e_ij = e_i − e_j and keep the corner energies general, with e1 < e2 < e3 < e4, until numbers are needed. The edge vectors k2 − k1, k3 − k1, k4 − k1 are linearly independent, so every point of space is

k = k1 + λ2 (k2 − k1) + λ3 (k3 − k1) + λ4 (k4 − k1) = Σ λ_i k_i,

with λ1 = 1 − λ2 − λ3 − λ4. The tetrahedron is the set where all four λ_i ≥ 0. Because ε is affine and Σ λ_i = 1,

ε = a + b·Σ λ_i k_i = Σ λ_i (a + b·k_i) = Σ λ_i e_i.

The map from (λ2, λ3, λ4) to k has a constant Jacobian J. In λ space T is the standard simplex λ2, λ3, λ4 ≥ 0, λ2 + λ3 + λ4 ≤ 1, whose volume is

∫₀¹ dλ2 ∫₀^(1−λ2) dλ3 (1 − λ2 − λ3) = ∫₀¹ dλ2 (1 − λ2)²/2 = 1/6.

So V = J/6, and any region has a volume fraction equal to 6 times its volume in λ space. The corner positions have dropped out: n and g depend on the four energies and not on the shape of T.

One volume is needed three times. The region p, q, r ≥ 0 with αp + βq + γr < w, for positive α, β, γ, w, becomes the standard simplex under p = (w/α)p', q = (w/β)q', r = (w/γ)r'. Its volume is (1/6) w³/(αβγ), and its volume fraction is

F = w³/(αβγ). (1)

Any three of the λ_i may serve as coordinates. Replacing λ2 by λ1 = 1 − λ2 − λ3 − λ4 while keeping the other two has a Jacobian of absolute value 1, and the same holds for any other choice and for a change of sign.

*Lowest interval, e1 ≤ E ≤ e2.* Eliminating λ1 gives

ε = e1 + λ2 e21 + λ3 e31 + λ4 e41.

Call the cone C(E) the region λ2, λ3, λ4 ≥ 0, ε < E, with no condition on λ1. By (1) with w = E − e1 its fraction is

cone(E) = (E − e1)³/(e21 e31 e41).

The occupied region is the part of the cone with λ1 ≥ 0. Since e21 is the smallest of the three differences, every point of the cone obeys (λ2 + λ3 + λ4) e21 ≤ ε − e1 < E − e1. For E ≤ e2 the right side is at most e21, so λ2 + λ3 + λ4 < 1 and λ1 > 0 holds by itself. The whole cone lies in T, and n = cone. With e21 e31 e41 = 1·2·3 = 6,

n(E) = E³/6 for 0 ≤ E ≤ 1, and n(1) = 1/6.

At E = 1 the plane ε = E passes through corner 2, through the midpoint of edge 1–3 and through the point one third of the way along edge 1–4. The occupied fraction is the product 1 · (1/2) · (1/3) of these three edge fractions.

*Middle interval, e2 ≤ E ≤ e3.* Now the cone reaches beyond the face λ1 = 0, and the part with λ1 < 0 has to be subtracted. In that part set ν = −λ1 > 0 and eliminate λ2 = 1 + ν − λ3 − λ4:

ε = −ν e1 + (1 + ν − λ3 − λ4) e2 + λ3 e3 + λ4 e4 = e2 + ν e21 + λ3 e32 + λ4 e42.

The protruding part is defined by ν > 0, λ3 ≥ 0, λ4 ≥ 0, ε < E and λ2 ≥ 0. The last condition is automatic here. Since e32 < e42 and ν e21 > 0, one has (λ3 + λ4) e32 < E − e2 ≤ e32, so λ3 + λ4 < 1 and λ2 > ν > 0. The protruding part then has the form required by (1), with w = E − e2:

poke(E) = (E − e2)³/(e21 e32 e42).

It is a tetrahedron with its apex at corner 2, two edges along 2–3 and 2–4, and the third along the continuation of edge 1–2 beyond corner 2. With e21 e32 e42 = 1·1·2 = 2,

n(E) = cone − poke = E³/6 − (E − 1)³/2 for 1 ≤ E ≤ 2.

At E = 3/2 the cone is (27/8)/6 = 9/16 and the protruding part is (1/8)/2 = 1/16, so n = 1/2, as the symmetry demands. For E > e3 the step E − e2 ≤ e32 fails, the condition λ2 ≥ 0 starts to cut the region, and this formula stops being valid.

*Highest interval, e3 ≤ E ≤ e4.* The empty part is simpler than the occupied one. Eliminating λ4 gives

ε = e4 − λ1 e41 − λ2 e42 − λ3 e43.

The condition ε > E reads λ1 e41 + λ2 e42 + λ3 e43 < e4 − E. The smallest coefficient is e43, so (λ1 + λ2 + λ3) e43 < e4 − E ≤ e43 and λ4 > 0 is automatic. By (1) the empty fraction is (e4 − E)³/(e41 e42 e43), and with 3·2·1 = 6,

n(E) = 1 − (3 − E)³/6 for 2 ≤ E ≤ 3.

At E = 2 this gives 1 − 1/6 = 5/6, and the middle formula gives 8/6 − 1/2 = 5/6.

*The density of states.* Differentiating the lowest piece gives E²/2. The highest gives −3(3 − E)²(−1)/6 = (3 − E)²/2. The middle piece gives

E²/2 − 3(E − 1)²/2 = E²/2 − (3E² − 6E + 3)/2 = −E² + 3E − 3/2.

Since (E − 3/2)² = E² − 3E + 9/4, this equals 9/4 − 3/2 − (E − 3/2)². Altogether

g(E) = E²/2 for 0 ≤ E ≤ 1,

g(E) = 3/4 − (E − 3/2)² for 1 ≤ E ≤ 2,

g(E) = (3 − E)²/2 for 2 ≤ E ≤ 3,

and g = 0 outside [0, 3], where n is constant.

The slopes on the three pieces are g' = E, 3 − 2E and −(3 − E). At E = 1 both neighbouring pieces give g = 1/2 and g' = 1, and at E = 2 both give g = 1/2 and g' = −1. The second derivative is 1, −2 and 1 on the three pieces, so it jumps at the corner energies. The smoothness at E = 1 follows from the form of the subtracted term: poke starts as (E − 1)³, so it leaves n, g and g' unchanged at E = 1 and first shows in g'', which it lowers by the third derivative of (E − 1)³/2, namely 3, from 1 to −2.

*Maximum.* The slope is positive on (0, 1], where it is E, and on [1, 3/2), where it is 3 − 2E. It is negative on (3/2, 2] and on [2, 3). So g rises up to E = 3/2 and falls afterwards, and the only maximum is

g_max = g(3/2) = 3/4.

A few values of the two functions:

E: 0, 1/2, 1, 3/2, 2, 5/2, 3

n: 0, 1/48, 1/6, 1/2, 5/6, 47/48, 1

g: 0, 1/8, 1/2, 3/4, 1/2, 1/8, 0

*Moments from g.* In the middle piece use u = E − 3/2, running from −1/2 to 1/2. Odd powers of u integrate to zero, and ∫ du = 1, ∫ u² du = 2(1/8)/3 = 1/12, ∫ u⁴ du = 2(1/32)/5 = 1/80. In the highest piece use t = 3 − E, running from 0 to 1.

The weights are ∫₀¹ E²/2 dE = 1/6, then 3/4 − 1/12 = 2/3, then ∫₀¹ t²/2 dt = 1/6. They add up to 1.

The first moment has the three parts

∫₀¹ E³/2 dE = 1/8,

∫ (u + 3/2)(3/4 − u²) du = 0 + (3/2)(2/3) = 1,

∫₀¹ (3 − t) t²/2 dt = 3/6 − 1/8 = 3/8,

so the mean is ⟨ε⟩ = 1/8 + 1 + 3/8 = 3/2. The first part is also the band energy of the occupied states when the Fermi level is at E = 1: it is 1/8 per state of the tetrahedron, or (1/8)/(1/6) = 3/4 per occupied state.

For the second moment note first that ∫ u²(3/4 − u²) du = 1/16 − 1/80 = 4/80 = 1/20. The three parts are

∫₀¹ E⁴/2 dE = 1/10,

∫ (u² + 3u + 9/4)(3/4 − u²) du = 1/20 + 0 + (9/4)(2/3) = 31/20,

∫₀¹ (9 − 6t + t²) t²/2 dt = 9/6 − 6/8 + 1/10 = 17/20.

The sum is ⟨ε²⟩ = (2 + 31 + 17)/20 = 5/2, and

variance = ⟨ε²⟩ − ⟨ε⟩² = 5/2 − 9/4 = 1/4,

with standard deviation 1/2. The central form shows where the variance comes from. The middle piece gives the 1/20 found above. The lowest gives ∫₀¹ (E² − 3E + 9/4) E²/2 dE = 1/10 − 3/8 + 3/8 = 1/10, and the highest gives the same by symmetry. The two flanks hold 1/6 of the states each but contribute 1/10 each to the total 1/4.

*Moments without g.* The mean and variance can be had for any corner energies by averaging ε = Σ λ_i e_i directly. The tool is the integral B(a, b) = ∫₀^s u^a (s − u)^b du for non-negative integers a, b. Integration by parts, with a boundary term that vanishes at both ends for b ≥ 1, gives B(a, b) = [b/(a + 1)] B(a + 1, b − 1). Applying this b times gives the factor b!/[(a + 1)···(a + b)] = a! b!/(a + b)! times B(a + b, 0) = s^(a+b+1)/(a + b + 1). Hence

B(a, b) = a! b! s^(a+b+1)/(a + b + 1)!.

Average the product λ1^a1 λ2^a2 λ3^a3 λ4^a4 over T, which is 6 times its integral over the standard simplex. Integrate λ4 first, with s = 1 − λ2 − λ3 and λ1 = s − λ4; this gives a1! a4! s^m/m! with m = a1 + a4 + 1. Integrate λ3 next, with s' = 1 − λ2 and s = s' − λ3; this multiplies by a3! m! s'^m'/m'! with m' = m + a3 + 1. The λ2 integral over [0, 1] multiplies by a2! m'!/(m' + a2 + 1)!. The factorials m! and m'! cancel, leaving

⟨λ1^a1 λ2^a2 λ3^a3 λ4^a4⟩ = 6 a1! a2! a3! a4!/(3 + a1 + a2 + a3 + a4)!.

This gives ⟨λ_i⟩ = 6/4! = 1/4, ⟨λ_i²⟩ = 6·2/5! = 1/10, and ⟨λ_i λ_j⟩ = 6/5! = 1/20 for i ≠ j. With S1 = Σ e_i and S2 = Σ e_i², the mean is S1/4, the plain average of the corners. The sum of e_i e_j over ordered pairs i ≠ j is S1² − S2, so

⟨ε²⟩ = S2/10 + (S1² − S2)/20 = (S2 + S1²)/20.

Subtracting S1²/16 and using 1/20 − 1/16 = −1/80,

variance = S2/20 − S1²/80 = (1/5)(S2/4 − S1²/16).

The bracket is the variance of the four corner energies taken as four equally weighted numbers. The variance inside the tetrahedron is one fifth of it, for any corner energies. Here S1 = 6 and S2 = 14, so the mean is 6/4 = 3/2, ⟨ε²⟩ = (14 + 36)/20 = 5/2, the corner variance is 14/4 − 36/16 = 5/4, and one fifth of it is 1/4.

*A cube with the same g.* Take the unit cube with ε = x + y + z. The part with 1 ≥ x ≥ y ≥ z ≥ 0 consists of the points

(x, y, z) = (1 − x)(0,0,0) + (x − y)(1,0,0) + (y − z)(1,1,0) + z(1,1,1).

The four coefficients add up to 1 and are non-negative exactly when the ordering holds, so this part is a tetrahedron with these four corners, whose energies are 0, 1, 2, 3. The six orderings of x, y, z fill the cube and are carried into each other by permutations of the axes, which preserve volume and ε. Each has volume 1/6 and the same g, so g is also the distribution of x + y + z over the whole cube. There x, y, z are independent and uniform on [0, 1], each with mean 1/2 and variance ∫₀¹ (x − 1/2)² dx = 1/12. The cross terms ⟨(x − 1/2)(y − 1/2)⟩ factorize and vanish, so the mean is 3(1/2) = 3/2 and the variance is 3(1/12) = 1/4.

The same tetrahedron gives g a geometric meaning. The planes ε = E and ε = E + dE are a distance dE/|∇ε| apart, so the slab between them has volume A(E) dE/|∇ε|, where A(E) is the area of the cross-section of T, the piece of Fermi surface inside it. Thus

g(E) = A(E)/(V |∇ε|).

With V = 1/6 and |∇ε| = |(1,1,1)| = √3 = 1.732051, the peak value corresponds to A = (3/4)(1/6)√3 = √3/8 = 0.216506 in units of the squared cube edge. The maximum of g is the largest cross-section among the planes of constant energy.

*Restoring the unit.* In physical units g_Δ(E) = g(E/Δ)/Δ. For the model step Δ = 0.01 Ha, with 1 Ha = 27.211386 eV, so that Δ = 0.272 eV:

peak position and mean: (3/2)(0.01 Ha) = 0.015 Ha = 0.408 eV,

peak height: (3/4)/(0.01 Ha) = 75 Ha⁻¹ = 75/27.211386 eV⁻¹ = 2.76 eV⁻¹,

variance: (0.01 Ha)²/4 = 2.5 × 10⁻⁵ Ha² = 0.0185 eV²,

standard deviation: (0.01 Ha)/2 = 0.005 Ha = 0.136 eV.

The occupied fraction n(Δ) = 1/6 does not depend on Δ.

The numerical check, where D stands for Δ, tests n, the area formula for g and the moments against volumes and areas of explicitly clipped polyhedra, for two shapes and for both equal and unequal corner spacings. The three pieces of g, their slopes and the maximum are tested against section areas for one shape with the corner energies 0, 1, 2, 3. Its random sample of 97383 points gives n(1) = 0.1663, mean 1.5002 and variance 0.2491, each within five standard errors of the exact value.

*Where the result holds.* The formulas for n assume distinct corner energies. If e21 → 0, cone and poke each grow without limit for fixed E > e2, but their difference does not. Put x = E − e2, so that E − e1 = x + e21. Expanding (x + e21)³, the terms without x³ give (e21² + 3 e21 x + 3x²)/(e31 e41). The x³ terms combine to

x³ (e32 e42 − e31 e41)/(e21 e31 e41 e32 e42).

With e31 = e32 + e21 and e41 = e42 + e21, the product is e31 e41 = e32 e42 + e21 (e32 + e42 + e21) = e32 e42 + e21 (e31 + e42). The factor e21 cancels, and

n = [e21² + 3 e21 x + 3x² − (e31 + e42) x³/(e32 e42)]/(e31 e41).

This form stays finite at e21 = 0. If all four energies approach a common value, the variance goes to zero at fixed unit weight and g becomes a delta function, as for a flat band.

All results are exact for the interpolated band and approximate for the true one. If the true band ε_true is convex over T, convexity means ε_true(Σ λ_i k_i) ≤ Σ λ_i e_i. The interpolated band then lies on or above the true one, so the true mean is at most 3/2 and the true n(E) is at least the value found here; for a concave band both inequalities reverse. The failure is qualitative at a band extremum. Near an isotropic parabolic minimum at corner 1 the occupied region has a radius proportional to E^(1/2), so n ∝ E^(3/2) and g ∝ E^(1/2), whereas the interpolated band gives g ∝ E² in every tetrahedron whose lowest corner is there. If two bands cross inside T and the corner energies are assigned to bands by their order, each sorted band has a kink inside T that no affine function follows.

**Comparison**

The scaling with Δ, the mean 3/2, the value n(3/2) = 1/2 and the position of the peak came out of the estimate exactly. The first three rest only on dimensions and on the exchange symmetry of the corners. The peak position needs in addition that g rises all the way to the midpoint, which the estimate assumed and the exact slopes confirm; symmetry alone would allow a dip there. The remaining numbers compare as follows, each ratio being taken relative to the exact value.

n(1): flat 1/3, cube law 4/27, exact 1/6; ratios 2 and 8/9.

g_max: flat 1/3, cube law 1, exact 3/4; ratios 4/9 and 4/3.

variance: flat 3/4, cube law 9/40, exact 1/4; ratios 3 and 9/10.

The flat guess misses each of the three by a factor of 2 to 3. The cube law is low by 1/9 of the exact value in n(1), high by 1/3 in the peak height and low by 1/10 in the variance. All three errors trace back to the protruding piece.

The exponent 3 is exact on [0, 1], but the true coefficient is 1/6. Continued to the midpoint, the true cube law gives the cone fraction 9/16, of which 1/16 lies outside the tetrahedron. The estimate knew nothing of this piece and forced a pure cube to equal 1/2 there, which shrinks the coefficient by (1/2)/(9/16) = 8/9. This factor applies on all of [0, 1], and it is the ratio found for n(1).

For the peak, the slope of the cone at E = 3/2 is E²/2 = 9/8 and the slope of the protruding piece is 3(E − 1)²/2 = 3/8, so the exact height is 9/8 − 3/8 = 3/4. The estimate gives (8/9)(9/8) = 1. The protruding piece is 1/9 of the cone in volume but 1/3 of it in slope, because a cube that starts at E0 has slope/value = 3/(E − E0), and at the midpoint E − E0 is 1/2 for the protruding piece against 3/2 for the cone. Rescaling the cone removes 1/9 of its slope where 1/3 has to go. The same term turns the cusp of the estimate into a smooth parabolic top: the derivatives E and 3(E − 1) of the two slopes are both 3/2 at the midpoint and cancel.

The sign of the error in the variance follows from the difference d = g_est − g on the lower half. On (0, 1] it is (4/9 − 1/2)E² < 0. On [1, 3/2] it is (13/9)E² − 3E + 3/2, an upward parabola that is −1/18 at E = 1 and 1/4 at E = 3/2, so it changes sign exactly once, at some E0. Both densities carry the weight 1/2 on the lower half, so ∫ d dE = 0 there, and with u = E − 3/2 and u0 = E0 − 3/2,

∫ d u² dE = ∫ d (u² − u0²) dE.

Below E0, d is negative and u² > u0². Above E0, d is positive and u² < u0². The integrand is nowhere positive, so the estimated variance is the smaller one: the estimate moves weight from the flanks to the centre. The factor u² vanishes at the midpoint, where the two densities differ by 1/4, so the error in the peak height itself carries no weight in the variance.

Numbers as computed

```
corner energies [D]: [0.0, 1.0, 2.0, 3.0]
on [0,1] D: n = E**3/6; g = E**2/2 [1/D]
on [1,2] D: n = -E**3/3 + 3*E**2/2 - 3*E/2 + 1/2; g = -E**2 + 3*E - 3/2 [1/D]
on [2,3] D: n = E**3/6 - 3*E**2/2 + 9*E/2 - 7/2; g = E**2/2 - 3*E + 9/2 [1/D]
E = 0.0 D: n = 0 = 0.000000, g = 0 = 0.000000 1/D
E = 0.5 D: n = 1/48 = 0.020833, g = 1/8 = 0.125000 1/D
E = 1.0 D: n = 1/6 = 0.166667, g = 1/2 = 0.500000 1/D
E = 1.5 D: n = 1/2 = 0.500000, g = 3/4 = 0.750000 1/D
E = 2.0 D: n = 5/6 = 0.833333, g = 1/2 = 0.500000 1/D
E = 2.5 D: n = 47/48 = 0.979167, g = 1/8 = 0.125000 1/D
E = 3.0 D: n = 1 = 1.000000, g = 0 = 0.000000 1/D
cone, poke fractions at E=1.5 D: 9/16 1/16
hull n(1 D) = 0.166667
numerical maximum g = 0.750000 1/D at E = 1.500000 D
g' left,right of 1; left,right of 2 [1/D^2]: [1.0, 1.0, -1.0, -1.0]
g'' on the pieces [1/D^3]: [1.0, -2.0, 1.0]
int g per piece: [1/6, 2/3, 1/6]
int E g per piece [D]: [1/8, 1, 3/8] mean = 3/2 D
int E^2 g per piece [D^2]: [1/10, 31/20, 17/20] sum = 5/2 D^2
mean^2 = 9/4 D^2; variance = 1/4 D^2; std = 1/2 D
int (E-mean)^2 g per piece [D^2]: [1/10, 1/20, 1/10]
band energy below 1 D = 1/8 D; per occupied state = 3/4 D
<l>, <l^2>, <l l'> = 1/4 1/10 1/20
sum e = 6 D, (sum e)^2 = 36 D^2, sum e^2 = 14 D^2
corner variance = 1.2500 D^2, one fifth = 0.2500 D^2
variance of one unit box = 1/12 D^2
cube tetrahedron (edge 1): V = 0.166667, A(1.5 D) = 0.216506, |grad| = 1.732051 D
Monte Carlo, 97383 points: n(1 D) = 0.1663, mean = 1.5002 D, variance = 0.2491 D^2
1 Ha = 27.211386 eV; model step D = 0.01 Ha = 0.272114 eV
max g = 75.0000 1/Ha = 2.75620 1/eV
mean and peak position = 0.01500 Ha = 0.40817 eV
variance = 2.5000e-05 Ha^2 = 0.018511 eV^2
std = 0.00500 Ha = 0.13606 eV
```
